# Coverage of a surface by nucleating and growing two-dimensional islands

**Q.** Islands one layer thick nucleate at random on a bare surface and spread until they meet. You want a closed formula for the covered fraction at time \(t\). I doubt there is one: the islands collide in complicated shapes, and covered ground stops producing nuclei, so the nucleation depends on the very coverage you seek.

**A.** Let me first fix the model. The surface is unbounded, uniform and bare at \(t=0\). On bare area, nuclei of negligible size appear independently at a constant rate \(J\) per unit area (m\(^{-2}\)s\(^{-1}\)). None appear in this layer on covered area. Each island starts as a growing disc, and every exposed edge advances along its normal at constant speed \(v\) (m/s). Where two islands touch, the edge disappears. I seek \(\theta(t)\), the mean covered fraction of the first layer. Because the surface is uniform, this equals the probability that one chosen point is covered.

**Q.** Then start with the collisions. Once two discs have merged, the outline is no longer a circle. Why should circles still help?

**A.** Because of the growth rule. In a short time \(dt\) the covered set gains all points within \(v\,dt\) of it. This operation is a dilation by a disc. A point lies within \(v\,dt\) of a union of sets exactly when it lies within \(v\,dt\) of at least one of them, so dilating a union gives the union of the dilated sets. A disc of radius \(r\) dilates to one of radius \(r+v\,dt\). The covered set is therefore the union of the discs that the islands would have formed alone:

\[
C(t)=\bigcup_{i}\{\mathbf x:\ |\mathbf x-\mathbf x_i|\le v(t-t_i)\},
\]

where nucleus \(i\) appeared at \(\mathbf x_i\) at time \(t_i\le t\). Overlapping parts are counted once, as a union requires.

**Q.** That disposes of shape, not of feedback. The nuclei in your union avoid covered ground. Their positions are correlated, and I know no simple formula for such a pattern.

**A.** I replace the pattern by a simpler one with the same union. Imagine candidate events scattered over the whole surface, covered or not, as a Poisson process: the number in any region of space and time is Poisson distributed, with mean \(J\) times area times duration, and disjoint regions are independent. Keep a candidate if it falls on bare area and reject it otherwise.

Given everything that has happened up to time \(t\), a candidate appears in \(dA\) during \(dt\) with probability \(J\,dA\,dt\). If \(dA\) is bare it is kept, and if \(dA\) is covered it is rejected. The kept events thus have rate \(J\) on bare area and zero elsewhere, which is the nucleation law of the model. Call the rejected events phantoms.

**Q.** But the phantoms are fictitious. If you let them grow too, surely you cover too much?

**A.** Suppose phantom \(j\) was rejected because it fell inside the disc of a real island \(i\). Then

\[
|\mathbf x_j-\mathbf x_i|\le v(t_j-t_i).
\]

Let \(\mathbf x\) be any point the phantom would cover by time \(t\), so that \(|\mathbf x-\mathbf x_j|\le v(t-t_j)\). The triangle inequality gives

\[
|\mathbf x-\mathbf x_i|\le|\mathbf x-\mathbf x_j|+|\mathbf x_j-\mathbf x_i|
\le v(t-t_j)+v(t_j-t_i)=v(t-t_i).
\]

Island \(i\) has already covered \(\mathbf x\). A phantom starts inside an older disc and, growing at the same speed, can never get out of it. Including all phantoms leaves \(C(t)\) unchanged, point by point and not merely on average.

**Q.** So the union may be taken over all candidates. What is the probability that a point has escaped?

**A.** The point is bare at \(t\) if no candidate could have reached it. A candidate born at \(t'\) reaches it if it lies within \(v(t-t')\). In space and time these dangerous events fill a cone with its tip at the chosen point and time. Their expected number is

\[
E(t)=J\int_0^t \pi v^2(t-t')^2\,dt'.
\]

Set \(s=t-t'\), the age of the island. Then \(dt'=-ds\), and the limits \(0,t\) become \(t,0\). Reversing them removes the minus sign:

\[
E(t)=\pi Jv^2\int_0^t s^2\,ds=\frac{\pi Jv^2t^3}{3}.
\]

A Poisson variable of mean \(E\) is zero with probability \(e^{-E}\). Hence

\[
\boxed{\theta(t)=1-\exp\!\left(-\frac{\pi Jv^2t^3}{3}\right)}
\]

The exponent is dimensionless: m\(^{-2}\)s\(^{-1}\) times m\(^2\)s\(^{-2}\) times s\(^3\). Two powers of time come from the area of an island and one from the continuing supply of nuclei.

**Q.** You defined \(J\) per bare area, yet the exponent uses the full area. I would have put \(J(1-\theta)\) under the integral.

**A.** That would count the real nuclei correctly, but the step to \(e^{-E}\) would then fail, since it needs independent events. Real nuclei are not independent: an early one forbids later ones around it. The difference shows at second order. At early times \(1-\theta(t')\approx1-\pi Jv^2t'^3/3\), so the mean number of real nuclei in the cone is

\[
E_r\approx E-\frac{(\pi Jv^2)^2}{3}\int_0^t t'^3(t-t')^2dt'.
\]

Expanding the square, the integral is

\[
t^6\left(\frac14-\frac25+\frac16\right)=\frac{t^6}{60}.
\]

Since \((\pi Jv^2)^2t^6=9E^2\), the subtraction is \(9E^2/180=E^2/20\). To second order, \(1-e^{-E_r}\approx E-\tfrac{11}{20}E^2\), whereas the correct law gives \(E-\tfrac12E^2\). The altered formula covers too little.

**Q.** Does the formula at least behave sensibly at the two ends?

**A.** For \(E\ll1\) it gives \(\theta\approx\pi Jv^2t^3/3\), the summed area of separate discs. For \(E\gg1\) the bare fraction \(e^{-E}\) falls faster than a simple exponential in time, because the cone keeps widening.

The slope also has a direct meaning. Differentiation gives

\[
\frac{d\theta}{dt}=\pi Jv^2t^2e^{-E}=v\,\bigl[\pi Jvt^2(1-\theta)\bigr].
\]

Coverage grows by the exposed edge length per unit area times \(v\), so the bracket is that edge length. Without collisions it would be \(J\int_0^t2\pi vs\,ds=\pi Jvt^2\). Impingement reduces it by the factor \(1-\theta\).

**Q.** Give me times and densities that a grower could use.

**A.** Define \(\tau=[3/(\pi Jv^2)]^{1/3}\), so that \(\theta=1-e^{-(t/\tau)^3}\). Setting \(\theta=\tfrac12\) gives \((t/\tau)^3=\ln2\), hence \(t_{50}=\tau(\ln2)^{1/3}\). Similarly, \(t_{99}=\tau(\ln100)^{1/3}\).

The rate is \(d\theta/dt=(3t^2/\tau^3)e^{-(t/\tau)^3}\). Its logarithm is stationary when \(2/t-3t^2/\tau^3=0\), or \(t^3=\tfrac23\tau^3\). The rate vanishes at \(t=0\) and at late times, so this is its maximum. The coverage there is \(1-e^{-2/3}\), whatever \(J\) and \(v\) are.

For the final island density, integrate the nucleation on bare area and substitute \(u=(t/\tau)^3\), so that \(dt=(\tau/3)u^{-2/3}du\):

\[
N=J\int_0^\infty e^{-(t/\tau)^3}dt
=\frac{J\tau}{3}\int_0^\infty u^{-2/3}e^{-u}du
=\frac{J\tau}{3}\Gamma\!\left(\tfrac13\right)
=\Gamma\!\left(\tfrac43\right)J\tau .
\]

Inserting \(\tau\),

\[
N=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}\left(\frac Jv\right)^{2/3}.
\]

Here each island counts as one domain, even after it has touched its neighbours. Large domains require a small \(J/v\), while fast closure requires a large \(Jv^2\). At fixed \(v\) these aims conflict. Raising \(v\) at fixed \(J\) serves both.

**Q.** Put in numbers for a real material.

**A.** Take monolayer MoS\(_2\) grown by chemical vapour deposition, with round model values \(J=10^{-5}\) µm\(^{-2}\)s\(^{-1}\) and \(v=0.02\) µm/s. Then

\[
\tau=\left[\frac{3}{\pi(10^{-5})(0.02)^2}\right]^{1/3}\text{s}=620.4\ \text{s}.
\]

Half coverage comes at \(\tau(\ln2)^{1/3}=549.0\) s, or 9.15 min, and 99 % coverage at 1032 s, or 17.2 min. Coverage grows fastest at 542 s, when \(\theta=0.487\), at \(1.89\times10^{-3}\) s\(^{-1}\). The final density is \(5.54\times10^{-3}\) µm\(^{-2}\), or \(5.54\times10^5\) cm\(^{-2}\). The mean domain area is its inverse, 180.5 µm\(^2\), whose square root is 13.4 µm.

**Q.** I accept the algebra, but I would like to see the model run without your phantoms.

**A.** I simulated 1200 periodic square fields of side 120 µm for 992.6 s, accepting nuclei on bare area only, and noted when each of 200 random probe points per field was covered. The uncertainties are standard errors from the scatter between fields.

| Time | Formula | Simulation |
|---|---|---|
| \(0.7\tau\) | 0.2904 | 0.2895 ± 0.0016 |
| \(t_{50}\) | 0.5000 | 0.4974 ± 0.0020 |
| \(\tau\) | 0.6321 | 0.6300 ± 0.0020 |
| \(1.3\tau\) | 0.8889 | 0.8875 ± 0.0013 |

The deviations are at most about 1.3 standard errors. They share a sign, but the rows use the same fields and are not independent. The formula with \(J(1-\theta)\) in the exponent gives 0.6153 at \(\tau\), about seven standard errors below the simulation.

The slope of \(\ln[-\ln(1-\theta)]\) against \(\ln t\), taken between the first and last rows, is 2.997; the law requires 3. The island density at the end of the run is \(5.495\times10^{-3}\) µm\(^{-2}\), 0.6 % below the predicted \(5.528\times10^{-3}\) µm\(^{-2}\). The scatter between fields gives this density a standard error of about 0.25 %, so the gap is about 2.4 standard errors: larger than for the coverages, but still compatible with chance.

Of all candidates, 44 % were phantoms. Restoring them changed no probe's covering time. The full numerical output follows this exchange.

**Q.** Would one micrograph of that size show the same coverage?

**A.** Not closely. At \(\tau\), the scatter of a single field is \(0.0020\sqrt{1200}\approx0.07\), part of which comes from using only 200 probes. The law concerns the mean, and one field, holding some seventy islands at that time, can depart from it visibly.

**Q.** MoS\(_2\) islands are often triangles. Your triangle inequality was about distances, not triangular islands.

**A.** It carries over if all triangles have the same orientation. Let \(\mathbf n_1,\mathbf n_2,\mathbf n_3\) be the unit normals of the edges and define \(g(\mathbf x)=\max_k\mathbf n_k\cdot\mathbf x\). An island of age \(s\) whose edges move at \(v\) is the set \(g(\mathbf x-\mathbf x_i)\le vs\). The maximum of a sum is at most the sum of the maxima, so \(g(\mathbf x+\mathbf y)\le g(\mathbf x)+g(\mathbf y)\). This is the only property of distance that the phantom argument used. The union argument holds too, with dilation by a small triangle in place of a disc.

A triangle with inscribed radius \(\rho=vs\) has side \(2\sqrt3\rho\) and area \(\tfrac{\sqrt3}{4}(2\sqrt3\rho)^2=3\sqrt3\rho^2\). Therefore

\[
E_\triangle=J\int_0^t3\sqrt3\,v^2s^2ds=\sqrt3\,Jv^2t^3 .
\]

At the same \(J\) and edge speed, all times shrink by the factor \([\pi/(3\sqrt3)]^{1/3}=0.846\). Half coverage comes at 464 s instead of 549 s. At 549 s the triangles cover 0.682, and the simulation gives 0.6804 ± 0.0020.

**Q.** And if half of them point the other way?

**A.** Then the phantom theorem fails. A triangle's corner is at distance \(2\rho\) from its centre, so it moves at \(2v\). A phantom born inside an opposite triangle, close to the middle of an edge, can push a corner through that edge, which moves at only \(v\).

Bounds survive under two assumptions: every exposed edge advances at least at \(v\), and no island outgrows the triangle it would have formed alone. By the first, the covered set grows at least as fast as under disc dilation. Each candidate's position is covered from its birth onward, by itself or by an older island, so its disc is covered later. The disc law is thus a lower bound. By the second, the covered set lies inside the union of all candidate triangles. Their area does not depend on orientation, so \(1-e^{-E_\triangle}\) is an upper bound. At 549 s the mean coverage lies between 0.500 and 0.682.

In a simulation with random opposite orientations, removing the phantoms changed the covering time of 0.8 % of the probes and lowered the coverage at 549 s from 0.6798 to 0.6790. The real triangles were allowed to grow unimpeded there, so this shows the failure but does not measure the effect of blocked corners.

**Q.** Near an island, the growing edge consumes the material that nuclei need. Surely \(J\) is not uniform on the bare area.

**A.** Take a zone of width \(L\) around each island in which no nucleus can form, and keep \(v\) fixed. First, how much bare area does it occupy in the original model? A point farther than \(L\) from every island must have no candidate in a widened cone, of radius \(vs+L\) at age \(s\). The phantom argument still applies, because adding \(L\) to both discs preserves the inclusion. The expected number is

\[
\pi J\int_0^t(vs+L)^2ds=\frac{\pi J}{3v}\left[(vt+L)^3-L^3\right].
\]

Dividing the corresponding void probability by the bare fraction gives the share of bare area beyond \(L\). The share inside the zone is therefore

\[
1-\exp\left\{-\frac{\pi J}{3v}\left[(vt+L)^3-L^3-(vt)^3\right]\right\}.
\]

For an assumed \(L=1\) µm at half coverage this is 0.187; the simulation gives 0.186.

**Q.** Almost a fifth of the bare area is sterile, then. The coverage must suffer.

**A.** Very little. With nucleation forbidden in the zone, the simulated coverage at 549 s is 0.4971, against 0.4974 for the same candidates without the zone. The island density over the run falls by 9 %.

A bound explains why the delay is limited. A candidate \(j\) rejected by the zone has an accepted island \(i\) with \(|\mathbf x_j-\mathbf x_i|\le v(t_j-t_i)+L\). By the triangle inequality, whatever \(j\) would have covered by \(t-L/v\), island \(i\) covers by \(t\). The zone thus delays coverage by at most \(L/v=50\) s. A lost nucleus was about to be overrun anyway, and its disc would have stuck out of the neighbouring island's disc only by a crescent at most \(L\) wide. The bound is a worst case for single points: a delay of 50 s everywhere would lower the coverage at 549 s by 0.094, whereas the simulated loss of 0.0003 corresponds to a shift of about 0.2 s. The small size of the effect comes from the simulation, not from the bound. This does not include the slowing of edges that compete for material across a narrow gap, which I have not sized.

**Q.** What if nuclei are already present at the start, or the rates drift?

**A.** Suppose a density \(N_0\) of randomly placed nuclei exists at \(t=0\). They add \(N_0\pi v^2t^2\) to the expected number, so

\[
\theta=1-\exp\!\left(-\pi N_0v^2t^2-\frac{\pi Jv^2t^3}{3}\right).
\]

The two terms are equal at \(t=3N_0/J\). Before that the initial nuclei dominate, and a logarithmic plot shows a slope nearer 2.

If \(J\) and \(v\) vary with time in the same way everywhere, the radius becomes \(\int_{t'}^tv(t'')dt''\) and the phantom argument still holds:

\[
E=\int_0^tJ(t')\,\pi\left[\int_{t'}^tv(t'')\,dt''\right]^2dt'.
\]

It can fail if speed depends on an island's own age or size, since a young phantom might then outrun its host. Near a straight substrate edge the cone is cut. For a point on the edge half of it is missing, and the covered probability is \(1-e^{-E/2}\).

**Q.** How close is all this to an actual furnace?

**A.** Micrometre-sized domains, growth lasting minutes and temperatures near 1000 K are a rough but familiar regime for MoS\(_2\). The separate values of \(J\) and \(v\) are assumptions; both depend strongly on precursor supply and substrate, and domains can be far larger or smaller. Real growth can also break the assumptions of circular shape and steady conditions. Shape alone shortens \(t_{50}\) by 15 % for aligned triangles at the same \(J\) and \(v\).

For temperature, assume activation energies of 2.0 eV for \(J\) and 1.5 eV for \(v\), with supply fixed. Since \(1/\tau\propto J^{1/3}v^{2/3}\), its activation energy is \((2.0+2\times1.5)/3=1.67\) eV. Growth at 1060 K instead of 1050 K then reaches half coverage in 461 s, 16 % sooner. With these assumed energies, a 10 K error happens to shift the time about as much as the change from discs to aligned triangles; other energies would give a different shift.

**Q.** And the second layer, or the finite size of a nucleus?

**A.** Suppose nuclei form on top of islands at \(0.01J\) per covered area and spread no faster than \(v\). Adding their full disc areas, without subtracting overlaps, gives an upper bound:

\[
\theta_2(t)\le0.01J\int_0^t\theta(t')\,\pi v^2(t-t')^2dt'.
\]

At 99 % first-layer coverage the bound is 0.7 % of the surface. It scales with the assumed ratio, so a rate of \(0.1J\) would raise it to 7 %.

For a starting radius \(r_0=1\) nm, letting every candidate grow from that radius replaces \(L\) by \(r_0\) in the widened cone. This overestimates the effect, because phantoms near an edge may now protrude. Even so, the exponent at half coverage rises by less than 0.03 %. For these parameters, a grower should worry about shape, temperature and supply well before the size of the nucleus.

## Computed results

```
MoS2 example, round model parameters
J = 1.0e-05 um^-2 s^-1
v = 0.020 um/s
time scale tau = 620.4 s
time to 50 % coverage = 549.0 s = 9.15 min
time to 99 % coverage = 1032.1 s = 17.20 min
time of fastest coverage = 541.9 s
coverage at that time = 0.4866
peak coverage rate = 1.895e-03 s^-1
final island density = 5.540e-03 um^-2 = 5.540e+05 cm^-2
mean final domain area = 180.5 um^2
square root of that area = 13.44 um
Simulation
fields = 1200, side = 120 um, probes per field = 200
simulated time = 992.6 s
phantom share of candidates = 0.444
0.7 tau: law 0.2904, simulated 0.2895 +- 0.0016
1.0 tau: law 0.6321, simulated 0.6300 +- 0.0020
1.3 tau: law 0.8889, simulated 0.8875 +- 0.0013
t50: law 0.5000, simulated 0.4974 +- 0.0020
wrong law (real nuclei only) at tau = 0.6153
Avrami exponent from simulation = 2.997
density at end: law 5.528e-03 um^-2
density at end: simulated 5.495e-03 um^-2
largest phantom effect, discs = 0.0e+00 s
largest phantom effect, triangles = 0.0e+00 s
Triangular islands
time to 50 %, one orientation = 464.2 s
ratio to disc time = 0.8456
coverage at disc t50: law 0.6822
same, simulated one orientation = 0.6804 +- 0.0020
same, mixed, with phantoms = 0.6798
same, mixed, without phantoms = 0.6790
mixed: share of probes changed = 0.0081
Depleted zone
zone width = 1.0 um
bare share inside zone at t50: law 0.1867
bare share inside zone at t50: simulated 0.1857
coverage at t50 with zone = 0.4971
island density ratio with/without = 0.9132
Other neglected effects
T = 1050 K, error = 10 K
activation energies: J 2.0 eV, v 1.5 eV
activation energy of 1/tau = 1.667 eV
time to 50 % when hotter = 461.4 s
ratio to nominal time = 0.8405
on-top nucleation rate / J = 0.01
second-layer coverage at t99 below 0.0070
starting radius = 1.0 nm
relative exponent change at t50 below 2.73e-04
```
